# Quantum eccentricity of hydrogenic states from the Runge–Lenz operator

## Problem

An electron moves around a fixed point nucleus of charge $Z$. Spin and relativity are left out, and Hartree atomic units are used ($\hbar=m_e=e=1$), so that

$$H=\frac{p^2}{2}-\frac Zr ,\qquad E_n=-\frac{Z^2}{2n^2}.$$

The Runge–Lenz operator and the squared quantum eccentricity $e^2$ of a normalized state are defined by

$$\mathbf A=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-Z\hat{\mathbf r},\qquad e^2=\frac{\langle \mathbf A^2\rangle}{Z^2},\qquad \hat{\mathbf r}=\frac{\mathbf r}{r}.$$

Here $e$ is a root-mean-square quantity.

(a) Show that $e^2=1-(l^2+l+1)/n^2$ in the bound state $|nlm\rangle$.

(b) Show that $e$ vanishes for 1s, first from the formula and then by applying $\mathbf A$ to the wavefunction.

(c) Find $e^2$ for the circular states, $l=n-1$, and compare it with the rest of the shell. In what sense is it a zero-point fluctuation?

## Hints

1. For a classical orbit, take the scalar product of $\mathbf A$ with $\mathbf r$. This shows why $|\mathbf A|/Z$ deserves the name eccentricity.
2. Move all factors $\mathbf L$ to the right of $\mathbf p$. The reordering leaves a term $-i\mathbf p$, which is the source of the "+1" in (a).
3. On an s state $\mathbf L\psi=0$, so very little of $\mathbf A$ survives.
4. For (c), find $\langle\mathbf A\rangle$ by parity. Then compute $[A_x,A_y]$ and compare the uncertainty relation with the value of $\langle\mathbf A^2\rangle$ you already have.

## Solution

### The classical quantity

Classically $\mathbf A=\mathbf p\times\mathbf L-Z\hat{\mathbf r}$. Since $\mathbf r\cdot(\mathbf p\times\mathbf L)=(\mathbf r\times\mathbf p)\cdot\mathbf L=L^2$, the product with $\mathbf r$ is $|\mathbf A|\,r\cos\theta=L^2-Zr$, where $\theta$ is the angle between $\mathbf A$ and $\mathbf r$. Solving for $r$,

$$r=\frac{L^2}{Z(1+e\cos\theta)},\qquad e=\frac{|\mathbf A|}{Z}.$$

This is a conic of eccentricity $e$, and $\mathbf A$ points to the closest approach, $\theta=0$. Because $\mathbf p\perp\mathbf L$, squaring gives $A^2=p^2L^2-2ZL^2/r+Z^2$, that is, $e^2=1+2EL^2/Z^2$.

### (a) The square of the operator

Repeated indices are summed. We need $[x_i,p_j]=i\delta_{ij}$ and $[L_i,p_j]=i\epsilon_{ijk}p_k$.

**Ordering.** Moving $L_j$ to the right,

$$(\mathbf L\times\mathbf p)_i=\epsilon_{ijk}L_jp_k=\epsilon_{ijk}p_kL_j+i\epsilon_{ijk}\epsilon_{jkm}p_m=-(\mathbf p\times\mathbf L)_i+2ip_i ,$$

because $\epsilon_{ijk}\epsilon_{jkm}=2\delta_{im}$. Hence

$$\mathbf A=\mathbf K-Z\hat{\mathbf r},\qquad \mathbf K=\mathbf p\times\mathbf L-i\mathbf p .$$

$\mathbf K$ is Hermitian, since it equals the symmetrized product in the definition.

**Kinetic part.** Expanding,

$$\mathbf K^2=(\mathbf p\times\mathbf L)^2-i(\mathbf p\times\mathbf L)\cdot\mathbf p-i\,\mathbf p\cdot(\mathbf p\times\mathbf L)-p^2 .$$

The first term is

$$(\mathbf p\times\mathbf L)^2=p_jL_kp_jL_k-p_jL_kp_kL_j .$$

The second piece vanishes because $\mathbf L\cdot\mathbf p=0$. In the first, $L_kp_j=p_jL_k+i\epsilon_{kjm}p_m$, and the commutator term contains $\epsilon_{kjm}p_jp_m=0$. What remains is $p^2L^2$. Next, $\mathbf p\cdot(\mathbf p\times\mathbf L)=\epsilon_{ijk}p_ip_jL_k=0$. In the opposite order,

$$(\mathbf p\times\mathbf L)\cdot\mathbf p=\epsilon_{ijk}p_jL_kp_i=\epsilon_{ijk}p_jp_iL_k+i\epsilon_{ijk}\epsilon_{kim}p_jp_m=2ip^2 .$$

Therefore $\mathbf K^2=p^2L^2+2p^2-p^2=p^2(L^2+1)$.

**Cross term.** From $\epsilon_{ijk}x_ip_j=L_k$ we get $\hat{\mathbf r}\cdot(\mathbf p\times\mathbf L)=L^2/r$, so

$$\hat{\mathbf r}\cdot\mathbf K=\frac{L^2}{r}-i\,\hat{\mathbf r}\cdot\mathbf p,\qquad \mathbf K\cdot\hat{\mathbf r}=\frac{L^2}{r}+i\,\mathbf p\cdot\hat{\mathbf r}.$$

The second expression is the adjoint of the first; $L^2$ commutes with $1/r$. Since $\mathbf p\cdot\hat{\mathbf r}-\hat{\mathbf r}\cdot\mathbf p=-i\,\nabla\cdot\hat{\mathbf r}=-2i/r$, the sum is

$$\hat{\mathbf r}\cdot\mathbf K+\mathbf K\cdot\hat{\mathbf r}=\frac{2(L^2+1)}{r}.$$

**Result.** With $\hat{\mathbf r}^2=1$,

$$\mathbf A^2=\Big(p^2-\frac{2Z}{r}\Big)(L^2+1)+Z^2=Z^2+2H(L^2+1).$$

The state $|nlm\rangle$ is an eigenstate of $H$ and $L^2$, hence of $\mathbf A^2$. Inserting $2E_n=-Z^2/n^2$ and $L^2=l(l+1)$ and dividing by $Z^2$,

$$e^2=1-\frac{l^2+l+1}{n^2}.$$

The classical expression with $L^2=l(l+1)$ would lack the 1 in the numerator. For $n=4$, $l=2$ the two values are $1-7/16=0.5625$ and $1-6/16=0.625$. The difference is $1/n^2$ for every $l$, so it fades in high shells. The charge $Z$ has dropped out: it sets the size of the orbit and not its shape.

The derivation uses the pure $1/r$ potential in combining the kinetic and cross terms. With a screened core or relativistic corrections, this formula no longer follows.

### (b) The 1s state

For $n=1$, $l=0$ the formula gives $e^2=1-1=0$. Since $\langle\mathbf A^2\rangle=\sum_i\|A_i\psi\|^2$, each $A_i\psi$ must then vanish.

To see this directly, take any s state $\psi(r)$. Then $\mathbf L\psi=0$, and

$$\mathbf A\psi=-i\mathbf p\psi-Z\hat{\mathbf r}\psi=-\nabla\psi-Z\hat{\mathbf r}\psi=-\hat{\mathbf r}\,(\psi'+Z\psi).$$

For $\psi\propto e^{-Zr}$ we have $\psi'=-Z\psi$, and the bracket is zero.

The classical expression with $L^2=0$ gives $e^2=1$ instead, an ellipse narrowed to a straight line with the nucleus at one end. In the ground state the term $-i\mathbf p$ cancels the attraction term completely, so the correction is as large as the classical value itself. The s states of higher shells are different: $e^2=1-1/n^2$ is $0.75$ for 2s and $0.9375$ for 4s, approaching the radial line as $n$ grows.

### (c) Circular states

**Value.** For $l=n-1$,

$$l^2+l+1=(n-1)n+1=n^2-n+1,\qquad e^2=\frac{n-1}{n^2}.$$

Since $l^2+l+1$ increases with $l$, this is the smallest value in the shell. For $n=4$ the sequence $l=0,1,2,3$ gives $0.9375$, $0.8125$, $0.5625$, $0.1875$. The minimum is positive for every $n\ge2$, so 1s is the only state $|nlm\rangle$ with $e=0$.

The rms eccentricity is $\sqrt{n-1}/n$, which behaves as $n^{-1/2}$ for large $n$. It is $0.50$ at $n=2$, $0.30$ at $n=10$ and about $0.10$ at $n=100$. The classical circle is approached, but slowly.

**All of it is variance.** Under inversion $\mathbf p$ and $\hat{\mathbf r}$ change sign and $\mathbf L$ does not, so $\mathbf A$ is odd. The state $|nlm\rangle$ has definite parity $(-1)^l$, hence $\langle\mathbf A\rangle=0$. This holds for every $l$: even for 4s, $e^2$ is a spread of $\mathbf A$ about zero. Being a fluctuation therefore does not distinguish the circular states. To call theirs a zero-point fluctuation, we must compare it with the least spread that the commutator of $A_x$ and $A_y$ allows for a given $m$.

**A second form of $\mathbf K$.** Let $D=\mathbf r\cdot\mathbf p$. Writing out the double cross product,

$$(\mathbf p\times\mathbf L)_i=p_jx_ip_j-p_jx_jp_i=(x_ip^2-ip_i)-(D-3i)p_i=x_ip^2+2ip_i-Dp_i .$$

Since $[D,p_i]=ip_i$, we have $Dp_i=p_iD+ip_i$. Subtracting the remaining $ip_i$ gives

$$K_i=x_ip^2-p_iD .$$

**Commutator, kinetic part.** Let $\Lambda_{ij}=x_ip_j-x_jp_i$. We use $[D,x_i]=-ix_i$, $[D,p^2]=2ip^2$ and $[x_i,p^2]=2ip_i$. The pieces are

$$[x_ip^2,x_jp^2]=-2i(x_ip_j-x_jp_i)p^2=-2i\Lambda_{ij}p^2,$$

$$[x_ip^2,p_jD]=i\delta_{ij}p^2D-ip_jx_ip^2,\qquad [p_iD,x_jp^2]=-i\delta_{ij}p^2D+ip_ix_jp^2,$$

$$[p_iD,p_jD]=ip_ip_jD-ip_jp_iD=0 .$$

The two mixed commutators add up to $i(p_ix_j-p_jx_i)p^2=-i\Lambda_{ij}p^2$ and enter $[K_i,K_j]$ with a minus sign. Thus $[K_i,K_j]=-2i\Lambda_{ij}p^2+i\Lambda_{ij}p^2=-i\Lambda_{ij}p^2$.

**Commutator, cross part.** This is $-Z([K_i,\hat r_j]-[K_j,\hat r_i])$, so terms symmetric in $i,j$ drop out. Let

$$M_{ij}=\partial_i\hat r_j=\frac{\delta_{ij}-\hat r_i\hat r_j}{r}.$$

Because $\hat r_j$ does not change under scaling of $\mathbf r$, $[D,\hat r_j]=0$, and

$$[K_i,\hat r_j]=x_i[p^2,\hat r_j]+iM_{ij}D,\qquad [p^2,\hat r_j]=\frac{2\hat r_j}{r^2}-2iM_{jk}p_k .$$

The terms $M_{ij}D$ and $x_i\hat r_j$ are symmetric, and so is the part of $x_iM_{jk}p_k$ containing $x_i\hat r_j$. There remains $-2ix_ip_j/r$, whose antisymmetric combination is $-2i\Lambda_{ij}/r$. Multiplying by $-Z$ and adding the kinetic part,

$$[A_i,A_j]=-i\Big(p^2-\frac{2Z}{r}\Big)\Lambda_{ij}=-2iH\Lambda_{ij},\qquad [A_x,A_y]=-2iHL_z .$$

In $|nlm\rangle$ its mean is $-2iE_nm=iZ^2m/n^2$.

**The bound.** As $\langle\mathbf A\rangle=0$, the uncertainty relation reads

$$\sqrt{\langle A_x^2\rangle\langle A_y^2\rangle}\ \ge\ \frac{Z^2|m|}{2n^2},\qquad\text{so}\qquad \langle A_x^2\rangle+\langle A_y^2\rangle\ \ge\ \frac{Z^2|m|}{n^2},$$

since a sum of two non-negative numbers is at least twice their geometric mean. Now take $|m|=l=n-1$. The right side is $Z^2(n-1)/n^2$, which is already the whole of $\langle\mathbf A^2\rangle$. Nothing is left for the third component, and both inequalities must be equalities:

$$\langle A_z^2\rangle=0,\qquad \langle A_x^2\rangle=\langle A_y^2\rangle=\frac{Z^2(n-1)}{2n^2}.$$

For $n=4$ each in-plane component has mean square $3/32=0.09375$ in units of $Z^2$, and the two add up to $0.1875$.

This is the sense in which the value is a zero-point fluctuation. The corresponding classical orbit lies in the $xy$ plane, where $A_x$ and $A_y$ describe how far, and in which direction, it departs from a circle. In a state $|nlm\rangle$ with $m\ne0$ these two quantities cannot both be sharp, just as position and momentum cannot both be sharp in an oscillator. In 1s, $m=0$ and the bound is zero, so both can vanish.

## Variation 1: a state with a mean eccentricity vector

*Find $\langle\mathbf A\rangle$ and $e^2$ for the hybrid $(|2s\rangle+|2p_z\rangle)/\sqrt2$.*

With $N=Z^{3/2}/\sqrt{8\pi}$ the two functions are

$$\psi_{2s}=N\Big(1-\frac{Zr}{2}\Big)e^{-Zr/2},\qquad \psi_{2p_z}=N\,\frac{Zr\cos\theta}{2}\,e^{-Zr/2}.$$

The s-state formula of part (b) requires

$$\psi_{2s}'+Z\psi_{2s}=N\Big(-Z+\frac{Z^2r}{4}+Z-\frac{Z^2r}{2}\Big)e^{-Zr/2}=-\frac{NZ^2r}{4}e^{-Zr/2},$$

so $A_z|2s\rangle=\frac Z2|2p_z\rangle$. Parity removes the diagonal elements, and the two off-diagonal ones give $\langle A_z\rangle=\frac12\cdot2\cdot\frac Z2=\frac Z2$. Likewise $A_x|2s\rangle$ and $A_y|2s\rangle$ are proportional to $2p_x$ and $2p_y$, so those means vanish.

Since $\mathbf A^2$ is a function of $H$ and $L^2$, it does not connect 2s with 2p. Thus $e^2=\frac12(0.75+0.25)=0.50$. The squared mean accounts for $0.25$ of this, and the variance for the other $0.25$, in units of $Z^2$.

The hybrid wavefunction is proportional to $[1-\frac12Zr(1-\cos\theta)]e^{-Zr/2}$. At large $r$ it is largest in magnitude towards $\theta=\pi$, opposite to $\langle\mathbf A\rangle$. This agrees with the classical picture, in which $\mathbf A$ points to the closest approach and the far end of the ellipse lies on the other side.

## Variation 2: lowering $m$ by one in the circular multiplet

*Keep $l=n-1\ge1$ but take $m=n-2$. Is the bound on $A_x$ and $A_y$ still reached?*

We first need $[H,\mathbf A]=0$. From $[p_j,\hat r_i]=-iM_{ij}$,

$$\Big[\frac{p^2}{2},-Z\hat r_i\Big]=\frac{iZ}{2}(p_jM_{ij}+M_{ij}p_j).$$

For the other part, $[1/r,p_j]=-ix_j/r^3$, while $1/r$ commutes with $\mathbf L$. With $\mathbf v=\mathbf r/r^3$ this gives $[1/r,\mathbf K]=-\frac i2(\mathbf v\times\mathbf L-\mathbf L\times\mathbf v)$. Since $(\mathbf r\times\mathbf L)_i=x_iD-r^2p_i=-r^3M_{ij}p_j$, we have $(\mathbf v\times\mathbf L)_i=-M_{ij}p_j$, and taking the adjoint, $(\mathbf L\times\mathbf v)_i=p_jM_{ij}$. Hence

$$\Big[-\frac Zr,K_i\Big]=-\frac{iZ}{2}(M_{ij}p_j+p_jM_{ij}),$$

which cancels the first part. The kinetic commutator also vanishes: $[p^2,K_i]=-2ip_ip^2+2ip_ip^2=0$.

Now let $A_+=A_x+iA_y$. For $m\ge0$,

$$\|A_+\psi\|^2=\langle A_x^2\rangle+\langle A_y^2\rangle+i\langle[A_x,A_y]\rangle=\langle A_x^2\rangle+\langle A_y^2\rangle-\frac{Z^2m}{n^2}.$$

The two mean squares are equal by symmetry about the $z$ axis, so the bound is reached exactly when $A_+\psi=0$. As $\mathbf A$ is a vector operator, $A_+$ raises $L_z$ by one, and it keeps the energy. For $m=n-2$ the result would have $L_z=n-1$. The only such state in the shell has $l=n-1$, with the same parity as $\psi$. But $A_+$ reverses parity, so $A_+\psi=0$.

The answer is therefore yes. The in-plane sum is $Z^2(n-2)/n^2$. Since $\mathbf A^2=Z^2+2H(L^2+1)$, its value depends only on $n$ and $l$, and the total stays at $Z^2(n-1)/n^2$. The rest is therefore $\langle A_z^2\rangle=Z^2/n^2$. For $n=3$, $m=1$ this means $0.0556$, $0.0556$ and $0.1111$ for the $x$, $y$ and $z$ components, in units of $Z^2$. What singles out $|m|=n-1$ is that the $z$ part vanishes, so that the entire $e^2$ is the minimum spread.

For $n=3$, $l=2$, $m=0$ the components are $0.0370$, $0.0370$ and $0.1481$. The bound is now zero and is not reached. (For $n=2$ the state $m=0$ is the case $m=n-2$: there $\langle A_x^2\rangle=\langle A_y^2\rangle=0$ and the zero bound is reached.) The total is still $2/9$, as the numerical output shows for the three values computed, $m=2,1,0$.

## Computed results

```
Hydrogenic atom, Z = 1; e^2 = <A^2>/Z^2 is dimensionless
Classical test orbit: e from turning points = 0.389801
Classical test orbit: |A|/Z = 0.389801
n l  e^2 (integrated)  1-l(l+1)/n^2 (classical form)  rms e
1 0  0.000000  1.000000  0.0000
2 0  0.750000  1.000000  0.8660
2 1  0.250000  0.500000  0.5000
3 0  0.888889  1.000000  0.9428
3 1  0.666667  0.777778  0.8165
3 2  0.222222  0.333333  0.4714
4 0  0.937500  1.000000  0.9682
4 1  0.812500  0.875000  0.9014
4 2  0.562500  0.625000  0.7500
4 3  0.187500  0.250000  0.4330
Circular m=l=n-1: n, <Ax^2>, <Ay^2>, <Az^2>, bound |m|/(2n^2) (Z^2)
2  0.125000  0.125000  0.000000  0.125000
3  0.111111  0.111111  0.000000  0.111111
4  0.093750  0.093750  0.000000  0.093750
n=3, l=2: m, <Ax^2>, <Ay^2>, <Az^2>, sum, bound, |A+ psi|^2 (Z^2)
2  0.111111  0.111111  0.000000  0.222222  0.111111  0.000000
1  0.055556  0.055556  0.111111  0.222222  0.055556  0.000000
0  0.037037  0.037037  0.148148  0.222222  0.000000  0.074074
Hybrid (2s+2pz)/sqrt2: <Az>/Z = 0.500000
Hybrid: e^2 = 0.500000, variance of A/Z = 0.250000
Circular n = 10, from formula: e^2 = 0.090000, rms e = 0.3000
Circular n = 100, from formula: e^2 = 0.009900, rms e = 0.0995
```
